# Phonon Lifetimes from the Width of the Velocity Power Spectrum: a program that tests the result

```python
"""
Result under test: a weakly damped classical normal mode has a Lorentzian
velocity power spectrum, and its energy lifetime is 1/FWHM (angular frequency).

Symbols: w0 bare angular frequency (rad/ps), gamma energy damping rate (1/ps),
q mass-weighted coordinate, v its velocity, u = w0*q, E = (u^2 + v^2)/2.
Energies are in units of kT unless a printed label says otherwise.
The spectrum is the two-sided time integral of <v(t)v(0)> exp(i w t).
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import simpson
from scipy.interpolate import CubicSpline
from scipy.linalg import expm, solve_continuous_lyapunov
from scipy.optimize import brentq, curve_fit, minimize_scalar

nu0 = 5.0             # THz
tau_input = 1.0       # ps
temperature = 300.0   # K
w0 = 2 * np.pi * nu0
gamma = 1 / tau_input
rng = np.random.default_rng(12345)


def drift(damping):
    return np.array([[0.0, w0], [-w0, -damping]])


def propagators(damping, dt, count):
    step = expm(drift(damping) * dt)
    out = np.empty((count, 2, 2))
    out[0] = np.eye(2)
    for i in range(1, count):
        out[i] = step @ out[i - 1]
    return out


def line_data(spectrum, low, high):
    """Peak position and the two half-maximum positions."""
    peak = minimize_scalar(lambda w: -float(spectrum(w)), bounds=(low, high),
                           method="bounded", options={"xatol": 1e-7}).x
    half = float(spectrum(peak)) / 2
    left = brentq(lambda w: float(spectrum(w)) - half, low, peak)
    right = brentq(lambda w: float(spectrum(w)) - half, peak, high)
    return peak, left, right


def spectrum_formula(w, damping):
    return 2 * damping * w**2 / ((w0**2 - w**2)**2 + damping**2 * w**2)


def lorentzian(w, damping):
    return (damping / 2) / ((w - w0)**2 + (damping / 2)**2)


# Equipartition from the stationary covariance equation
covariance = solve_continuous_lyapunov(drift(gamma), -np.diag([0, 2 * gamma]))
assert np.allclose(covariance, np.eye(2), atol=1e-9)

# Correlation function and spectrum, weak and strong damping
results = {}
for name, damping, dt, count in (("weak", gamma, 0.002, 20001),
                                 ("strong", 0.8 * w0, 0.0005, 4001)):
    times = dt * np.arange(count)
    prop = propagators(damping, dt, count)
    corr = prop[:, 1, 1]
    ring = np.sqrt(w0**2 - damping**2 / 4)
    corr_formula = np.exp(-damping * times / 2) * (
        np.cos(ring * times) - damping / (2 * ring) * np.sin(ring * times))
    assert np.max(abs(corr - corr_formula)) < 1e-8

    def numeric(w, t=times, c=corr):
        return 2 * simpson(c * np.cos(w * t), x=t)

    for w in (w0 - damping / 2, w0, w0 + damping):
        assert abs(numeric(w) / spectrum_formula(w, damping) - 1) < 1e-3
    peak, left, right = line_data(numeric, 0.05 * w0, 3 * w0)
    center = np.sqrt(w0**2 + damping**2 / 4)
    assert abs(peak / w0 - 1) < 1e-3
    assert abs(left / (center - damping / 2) - 1) < 1e-3
    assert abs(right / (center + damping / 2) - 1) < 1e-3
    assert abs((right - left) / damping - 1) < 2e-3
    energy_corr = 0.5 * np.sum(prop**2, axis=(1, 2))
    energy_time = simpson(energy_corr, x=times)
    assert abs(energy_time / (1 / damping + damping / (4 * w0**2)) - 1) < 1e-5
    results[name] = (times, corr, numeric, peak, left, right, energy_time)

times, corr, numeric, peak, left, right, energy_time = results["weak"]
width = right - left
strong_width = results["strong"][5] - results["strong"][4]

# Leading error of the Lorentzian approximation
upper = w0 + gamma / 2
error_half = numeric(upper) / lorentzian(upper, gamma) - 1
assert abs(error_half - gamma / (4 * w0)) < 3e-4
far = w0 + 5 * gamma
error_far = numeric(far) / lorentzian(far, gamma) - 1

# Equilibrium energy correlation by random sampling, at strong damping
damping = w0
lag = 1.5 / w0
A = expm(drift(damping) * lag)
noise_root = np.linalg.cholesky(np.eye(2) - A @ A.T)
start = rng.standard_normal((2, 1000000))
end = A @ start + noise_root @ rng.standard_normal(start.shape)
energy_start = np.sum(start**2, axis=0) / 2
energy_end = np.sum(end**2, axis=0) / 2
sampled = np.mean((energy_start - 1) * (energy_end - 1))
ring = np.sqrt(w0**2 - damping**2 / 4)
predicted = np.exp(-damping * lag) * (
    1 + damping**2 / (2 * ring**2) * np.sin(ring * lag)**2)
assert abs(sampled - predicted) < 0.015

# Hamiltonian mode plus harmonic bath: no friction term is inserted
bath_count = 1500
spacing = 3 * w0 / bath_count
bath_w = (np.arange(bath_count) + 0.5) * spacing
coupling = bath_w * np.sqrt(2 * gamma * spacing / np.pi)
stiffness = np.diag(np.r_[w0**2 + np.sum((coupling / bath_w)**2), bath_w**2])
stiffness[0, 1:] = -coupling
stiffness[1:, 0] = -coupling
squares, vectors = np.linalg.eigh(stiffness)
assert squares[0] > 0
normal_w = np.sqrt(squares)
weights = vectors[0]**2
bath_density = np.pi * weights / np.gradient(normal_w)
near = (normal_w > 0.8 * w0) & (normal_w < 1.2 * w0)
bath_line = CubicSpline(normal_w[near], bath_density[near])
_, bath_left, bath_right = line_data(bath_line, 0.82 * w0, 1.18 * w0)
bath_width = bath_right - bath_left
bath_times = np.linspace(0, 4 * tau_input, 401)
phase = np.outer(bath_times, normal_w)
kicked_v = np.cos(phase) @ weights
kicked_q = np.sin(phase) @ (weights / normal_w)
kicked_energy = (kicked_v**2 + w0**2 * kicked_q**2) / 2
bath_rate = -np.polyfit(bath_times, np.log(kicked_energy), 1)[0]
assert abs(bath_rate / gamma - 1) < 0.02
assert abs(bath_width / bath_rate - 1) < 0.02

# Expected power spectrum of a record of finite length
sample_dt = 0.02
steps = 4096
paths = 2000
record = sample_dt * steps
windowed = corr * (1 - times / record)
_, win_left, win_right = line_data(
    lambda w: 2 * simpson(windowed * np.cos(w * times), x=times),
    0.5 * w0, 1.5 * w0)
window_width = win_right - win_left
assert abs(window_width / (gamma + 2 / record) - 1) < 0.003


def trajectories(dephasing):
    """Exact damped steps, then energy-conserving random phase rotations."""
    A = expm(drift(gamma) * sample_dt)
    root = np.linalg.cholesky(np.eye(2) - A @ A.T)
    state = rng.standard_normal((2, paths))
    velocity = np.empty((steps, paths))
    energy = np.empty((steps, paths))
    for i in range(steps):
        velocity[i] = state[1]
        energy[i] = (state[0]**2 + state[1]**2) / 2
        state = A @ state + root @ rng.standard_normal((2, paths))
        if dephasing > 0:
            angle = np.sqrt(2 * dephasing * sample_dt) * rng.standard_normal(paths)
            c, s = np.cos(angle), np.sin(angle)
            state = np.array([c * state[0] + s * state[1],
                              -s * state[0] + c * state[1]])
    return velocity, energy


def fitted_width(velocity):
    power = np.zeros(steps // 2 + 1)
    for block in np.array_split(np.arange(paths), 10):
        transform = np.fft.rfft(velocity[:, block], axis=0)
        power += np.sum(abs(transform)**2, axis=1)
    power *= sample_dt / (steps * paths)
    grid = 2 * np.pi * np.fft.rfftfreq(steps, sample_dt)
    use = abs(grid - w0) < 2.5

    def model(w, area, middle, full_width):
        return area * (full_width / 2) / ((w - middle)**2 + full_width**2 / 4)

    fit, _ = curve_fit(model, grid[use], power[use], p0=(1, w0, 1.2))
    fit, _ = curve_fit(model, grid[use], power[use], p0=fit,
                       sigma=model(grid[use], *fit))
    return abs(fit[2])


def energy_lifetime(energy):
    lags = np.arange(0, 80, 10)
    excess = energy - 1
    values = np.array([np.mean(excess[:steps - k] * excess[k:]) for k in lags])
    slope = np.polyfit(lags * sample_dt, np.log(values), 1, w=values)[0]
    return -1 / slope


velocity, energy = trajectories(0.0)
raw_width = fitted_width(velocity)
corrected_width = raw_width - 2 / record
tau_energy = energy_lifetime(energy)
# Tolerances cover several standard errors of the finite ensemble
assert abs(corrected_width / gamma - 1) < 0.05
assert abs(tau_energy * gamma - 1) < 0.05

dephasing = 0.25
velocity, energy = trajectories(dephasing)
deph_width = fitted_width(velocity) - 2 / record
deph_tau = energy_lifetime(energy)
assert abs(deph_width / (gamma + 2 * dephasing) - 1) < 0.05
assert abs(deph_tau * gamma - 1) < 0.05

# Exponential friction memory, friction equal to gamma at the bare frequency
memory = 0.05
static_friction = gamma * (1 + (w0 * memory)**2)
memory_matrix = np.array([[0, w0, 0], [-w0, 0, -1],
                          [0, static_friction / memory, -1 / memory]])


def memory_spectrum(w):
    return 2 * np.linalg.inv(-1j * w * np.eye(3) - memory_matrix)[1, 1].real


mem_peak, mem_left, mem_right = line_data(memory_spectrum, 0.7 * w0, 1.3 * w0)
memory_width = mem_right - mem_left
roots = np.linalg.eigvals(memory_matrix)
memory_rate = -2 * roots[np.argmax(roots.imag)].real
assert abs(memory_width / memory_rate - 1) < 0.01

# Quantum occupation of the same undamped oscillator
quantum = const.h * nu0 * 1e12
kT = const.k * temperature


def quantum_energy(T):
    levels = quantum * (np.arange(400) + 0.5)
    boltzmann = np.exp(-(levels - levels[0]) / (const.k * T))
    return np.sum(levels * boltzmann) / np.sum(boltzmann)


ratio = quantum / kT
energy_ratio = quantum_energy(temperature) / kT
heat_ratio = (quantum_energy(temperature + 0.1)
              - quantum_energy(temperature - 0.1)) / (0.2 * const.k)
assert abs(energy_ratio - ratio / 2 / np.tanh(ratio / 2)) < 1e-8
assert abs(heat_ratio - (ratio / 2 / np.sinh(ratio / 2))**2) < 1e-5

kT_meV = kT / const.e * 1000
print(f"Input mode frequency: {nu0:.3f} THz")
print(f"Input energy lifetime: {tau_input:.3f} ps")
print(f"Temperature: {temperature:.1f} K")
print(f"Bare angular frequency: {w0:.4f} rad/ps")
print(f"Damping ratio gamma/w0: {gamma / w0:.5f} (dimensionless)")
print(f"Thermal energy kT: {kT_meV:.3f} meV")
print(f"Spectrum peak height: {numeric(peak) * kT_meV:.3f} meV ps")
print(f"Lower half-maximum position: {left:.4f} rad/ps")
print(f"Upper half-maximum position: {right:.4f} rad/ps")
print(f"FWHM from correlation integral: {width:.4f} rad/ps")
print(f"Same FWHM in ordinary frequency: {width / (2 * np.pi):.4f} THz")
print(f"Lifetime from FWHM: {1 / width:.4f} ps")
print(f"Integrated energy correlation time: {energy_time:.5f} ps")
print(f"Amplitude lifetime: {2 / width:.4f} ps")
print(f"Wrong lifetime if 2 pi is omitted: {2 * np.pi / width:.4f} ps")
print(f"Strong-damping test, input gamma: {0.8 * w0:.4f} 1/ps")
print(f"Strong-damping test, FWHM: {strong_width:.4f} rad/ps")
print(f"Lorentzian error at upper half width: {100 * error_half:.3f} percent")
print(f"Lorentzian error five FWHM above peak: {100 * error_far:.2f} percent")
print(f"Number of bath oscillators: {bath_count} (count)")
print(f"Hamiltonian bath FWHM: {bath_width:.4f} rad/ps")
print(f"Hamiltonian bath energy decay rate: {bath_rate:.4f} 1/ps")
print(f"Trajectories per ensemble: {paths} (count)")
print(f"Sampling interval: {sample_dt:.3f} ps")
print(f"Record length: {record:.2f} ps")
print(f"Expected FWHM with finite record: {window_width:.4f} rad/ps")
print(f"Trajectory fit, raw FWHM: {raw_width:.4f} rad/ps")
print(f"Trajectory fit, corrected FWHM: {corrected_width:.4f} rad/ps")
print(f"Trajectory spectral lifetime: {1 / corrected_width:.4f} ps")
print(f"Trajectory energy lifetime: {tau_energy:.4f} ps")
print(f"Added pure dephasing rate: {dephasing:.3f} 1/ps")
print(f"With dephasing, corrected FWHM: {deph_width:.4f} rad/ps")
print(f"With dephasing, inverse FWHM: {1 / deph_width:.4f} ps")
print(f"With dephasing, energy lifetime: {deph_tau:.4f} ps")
print(f"Friction memory time: {memory:.3f} ps")
print(f"With memory, peak position: {mem_peak:.4f} rad/ps")
print(f"With memory, FWHM: {memory_width:.4f} rad/ps")
print(f"With memory, energy decay rate: {memory_rate:.4f} 1/ps")
print(f"Quantum-to-thermal energy h nu/kT: {ratio:.4f} (dimensionless)")
print(f"Quantum/classical mean energy: {energy_ratio:.4f} (dimensionless)")
print(f"Quantum/classical heat capacity: {heat_ratio:.4f} (dimensionless)")
print("success")
```

It prints:

```
Input mode frequency: 5.000 THz
Input energy lifetime: 1.000 ps
Temperature: 300.0 K
Bare angular frequency: 31.4159 rad/ps
Damping ratio gamma/w0: 0.03183 (dimensionless)
Thermal energy kT: 25.852 meV
Spectrum peak height: 51.704 meV ps
Lower half-maximum position: 30.9199 rad/ps
Upper half-maximum position: 31.9199 rad/ps
FWHM from correlation integral: 1.0000 rad/ps
Same FWHM in ordinary frequency: 0.1592 THz
Lifetime from FWHM: 1.0000 ps
Integrated energy correlation time: 1.00025 ps
Amplitude lifetime: 2.0000 ps
Wrong lifetime if 2 pi is omitted: 6.2832 ps
Strong-damping test, input gamma: 25.1327 1/ps
Strong-damping test, FWHM: 25.1327 rad/ps
Lorentzian error at upper half width: 0.786 percent
Lorentzian error five FWHM above peak: 15.11 percent
Number of bath oscillators: 1500 (count)
Hamiltonian bath FWHM: 1.0076 rad/ps
Hamiltonian bath energy decay rate: 1.0072 1/ps
Trajectories per ensemble: 2000 (count)
Sampling interval: 0.020 ps
Record length: 81.92 ps
Expected FWHM with finite record: 1.0253 rad/ps
Trajectory fit, raw FWHM: 1.0313 rad/ps
Trajectory fit, corrected FWHM: 1.0069 rad/ps
Trajectory spectral lifetime: 0.9932 ps
Trajectory energy lifetime: 0.9892 ps
Added pure dephasing rate: 0.250 1/ps
With dephasing, corrected FWHM: 1.5192 rad/ps
With dephasing, inverse FWHM: 0.6582 ps
With dephasing, energy lifetime: 0.9858 ps
Friction memory time: 0.050 ps
With memory, peak position: 32.2079 rad/ps
With memory, FWHM: 0.9780 rad/ps
With memory, energy decay rate: 0.9780 1/ps
Quantum-to-thermal energy h nu/kT: 0.7999 (dimensionless)
Quantum/classical mean energy: 1.0528 (dimensionless)
Quantum/classical heat capacity: 0.9483 (dimensionless)
success
```
